# Sliding ferroelectrics switch by moving walls, not by simultaneous layer shift

A first-principles calculation on one unit cell of a sliding ferroelectric gives a stacking barrier per area. To estimate a switching field for a flake, one must then decide how to use it. If the whole layer shifts at once, the barrier is multiplied by the flake's area, and the field must remove it everywhere together. If a stacking wall carries the reversal, the same barrier enters through the wall's width and energy instead. For the flake treated below, the zero-field barriers from these two choices differ by a factor of nearly two hundred.

## The belief and its appeal

The belief is that, because the dipole is set by the stacking, reversing it requires an entire layer to slide simultaneously over its neighbour. Much of this is sound. After complete reversal, one layer has indeed shifted relative to the other by the same vector everywhere. A layer is stiff in its plane, and a calculation in one periodic cell permits no other path. But the end state does not fix the order in which regions reach it. A small strain, spread over a few nanometres, can separate a region that has slid from one that has not.

## Energy of a slide that may vary in space

Let $u$ be the relative slide of a bilayer, with $u=0$ for the up dipole and $u=d$ for the down dipole. Put $\theta=\pi u/d$ and model the stacking energy and dipole per area by

$$V=V_0\sin^2\theta,\qquad P=P_0\cos\theta .$$

The slide follows the straight line between the two stackings. The algebra is in atomic units, where a potential step $\Delta V$ across the bilayer means $P_0=\Delta V/(4\pi)$.

Relative strain $u'$ is shared as $\pm u'/2$, which minimises the elastic energy of two equal free layers. With modulus $C$ per layer, the energy is $2\cdot\tfrac12C(u'/2)^2=\tfrac12Ku'^2$, so $K=C/2$. If the slide is parallel to the wall, $C$ is the shear modulus; if perpendicular, it is the larger longitudinal modulus.

Let $F$ be the field that the gate charge would produce in vacuum, directed against the initial dipole. The energy per area is

$$g=\tfrac12Ku'^2+V_0\sin^2\theta+P_0F\cos\theta .$$

**Uniform sliding.** With $u'=0$,

$$\frac{dg}{d\theta}=\sin\theta\,(2V_0\cos\theta-P_0F),$$

so the maximum lies at $\cos\theta=h$, where $h=F/F_c$ and $F_c=2V_0/P_0$. There $g=V_0(1-h^2)+2V_0h^2=V_0(1+h^2)$. Subtracting the initial value $P_0F=2V_0h$ leaves the barrier $V_0(1-h)^2$ per area. It vanishes at $F_c$, and below $F_c$ its total grows with area.

**A wall.** At $F=0$, define $\ell=(d/\pi)\sqrt{K/(2V_0)}$. Since $u'=(d/\pi)\theta'$, the elastic term is $V_0\ell^2\theta'^2$. For a wall with reversed material on the left, completing the square gives

$$E=V_0\int(\ell\theta'+\sin\theta)^2dx-2V_0\ell\int\theta'\sin\theta\,dx .$$

The last term equals $2V_0\ell[\cos\theta]$, and $\cos\theta$ runs from $-1$ to $1$. The square is never negative, so the least wall energy per length is

$$\sigma=4V_0\ell,\qquad \theta'=-\frac{\sin\theta}{\ell}.$$

The profile centred at $X$ obeys $\tan(\theta/2)=e^{-(x-X)/\ell}$, hence $\sin\theta=\operatorname{sech}[(x-X)/\ell]$ and $\cos\theta=\tanh[(x-X)/\ell]$.

## Where the belief is right

Consider a strip of length $L$ with free ends, at zero field, with $u$ depending on $x$ alone. Any continuous reversal must take the centre through $\theta=\pi/2$. The path's highest energy is therefore at least the minimum energy with the centre held there.

Write $\theta=\pi/2+\eta$, with $\eta=0$ at the centre. Because $\sin^2\theta=1-\sin^2\eta\ge1-\eta^2$,

$$E-V_0L\ge V_0\int(\ell^2\eta'^2-\eta^2)\,dx .$$

On each half, the function with the smallest ratio $\int\eta'^2/\int\eta^2$ is a quarter sine wave, for which the ratio is $(\pi/L)^2$. If $L\le\pi\ell$, the right side cannot be negative: uniform sliding has the lowest barrier, $V_0L$ per width. If $L>\pi\ell$, a small quarter sine on each half, with opposite signs, lowers the energy.

This lower barrier can be attained. Take the antisymmetric minimising profile and push it towards one end, filling the space behind it with the constant value it had at the other end. The strip lost has at least as much energy as the strip gained, because $V$ is smallest at the profile's ends. The energy never rises, and the final uniform state rolls down to its minimum. Pushing the other way reaches the other stacking.

For long strips the barrier tends to $\sigma$, independent of $L$. The threshold $\pi\ell$ belongs to this one-dimensional problem. A small free flake can also rotate at no elastic cost. Allow both slide components, and take the curvature across the slide at the saddle as three times that along it, as in the simplest lattice form. Uniform sliding of a square flake then loses already near $2.3\ell$. A strip whose width along the slide is below $L/\sqrt3$ gains by rotating at any size.

## How a wall reverses the flake

For steady motion with friction coefficient $\Gamma$ per area,

$$\Gamma u_t=Ku''-\frac{dV}{du}-F\frac{dP}{du}.$$

Insert the static profile with $X=vt$. From $\theta'=-\sin\theta/\ell$ follows $\theta''=\sin\theta\cos\theta/\ell^2$, so

$$Ku''=\frac{Kd}{\pi\ell^2}\sin\theta\cos\theta=\frac{2\pi V_0}{d}\sin\theta\cos\theta=\frac{dV}{du}.$$

These terms cancel. On the left, $\theta_t=-v\theta'=v\sin\theta/\ell$; on the right, $-F\,dP/du=(\pi/d)P_0F\sin\theta$. Therefore

$$\Gamma\frac{d}{\pi}\frac{v}{\ell}=\frac{\pi}{d}P_0F,\qquad v=\frac{\pi^2P_0F\ell}{\Gamma d^2}.$$

In this pin-free continuum, any field moves the wall. The local sliding speed is $u_t=(dv/\pi\ell)\operatorname{sech}[(x-vt)/\ell]$: material ahead has not yet slid, and material behind has finished. The strip sliding faster than one tenth of the peak speed has width $2\ell\,\mathrm{arcosh}\,10\approx6\ell$. Away from the ends, averaging $\cos\theta$ gives

$$\bar P=P_0\left(1-\frac{2X}{L}\right),\qquad \frac{d\bar P}{dt}=-\frac{2P_0v}{L}.$$

The net dipole thus reverses progressively.

Inertia adds $Mu_{tt}=Mv^2u''$ to the left side. The layers move at $\pm u_t/2$, so, as with $K=C/2$, $M$ is half the mass per area of one layer. The term replaces $K$ by $K-Mv^2$ in the steady equation. The correction is of relative order $(v/c)^2$, with $c=\sqrt{K/M}$.

## A WSe2 bilayer in numbers

Take a parallel-stacked WSe2 bilayer, a real sliding ferroelectric, as a square flake of side 1000 nm at 1 MV/cm and 300 K. Rough typical inputs are a lattice constant of 3.3 Å, shear modulus 3 eV/Å$^2$, $V_0=0.0015$ eV/Å$^2$ and a potential step of 0.06 V. They give $d=1.91$ Å, $K=1.5$ eV/Å$^2$ and $P_0=3.32\times10^{-4}$ e/Å. Then

$$\ell=\frac{1.91}{\pi}\sqrt{\frac{1.5}{0.003}}\approx13.6\ \text{Å},\qquad \sigma=4(0.0015)(13.56)\approx0.081\ \text{eV/Å}.$$

The one-dimensional crossover length $\pi\ell$ is 4.3 nm. Numerical minimisation with the centre held at $\theta=\pi/2$ shows the change:

| Strip length | Uniform barrier (eV/Å) | Lowest barrier (eV/Å) |
|---|---:|---:|
| 3 nm | 0.045 | 0.045 |
| 5 nm | 0.075 | 0.072 |
| 10 nm | 0.150 | 0.081 |

At 10 nm the barrier has already nearly reached $\sigma$. For the whole flake at zero field, uniform sliding costs $V_0L^2=0.0015\times(10^4)^2=1.5\times10^5$ eV, while a straight shear wall across it costs $\sigma L\approx814$ eV.

The contrast in field is sharper. Uniform switching needs $F_c=0.003/(3.32\times10^{-4})\approx9$ V/Å, or about 900 MV/cm. An hBN spacer with a rough breakdown field of 10 MV/cm and relative permittivity 3.5 limits $F$ to about 35 MV/cm. The model's uniform route is thus closed by breakdown.

For the speed, set $\Gamma=M/\tau$ with a chosen damping time $\tau=10$ ps. Using $M=K/c^2$ and the definition of $\ell$, the speed becomes $v=(F/F_c)c^2\tau/\ell$. One layer has a mass of 342 atomic mass units per cell of area 9.43 Å$^2$; half of this mass per area is $M$, which gives $c\approx28.3$ Å/ps, so

$$v\approx\frac{1}{905}\,\frac{28.3^2\times10}{13.6}\approx0.65\ \text{Å/ps}=65\ \text{m/s}.$$

The wall crosses in about 15 ns, with a moving strip 8.1 nm wide, or 0.8% of the flake. Here $(v/c)^2\approx5\times10^{-4}$, so inertia hardly alters the steady profile.

As a test, the overdamped equation was integrated on a strip of length $40\ell$, starting from a wall 1.5 times too wide. At both 1 MV/cm and $0.3F_c$, the later speed was 0.9996 of the formula. The higher field tests only the overdamped equation: with the damping time chosen here, the formula would exceed $c$ there, and inertia would keep the wall slower than $c$. Without a wall, a uniform initial tilt of $\theta=0.05$ decayed at $0.9F_c$ and switched at $1.1F_c$.

## Easy motion does not mean easy nucleation

The low driving field presupposes a wall. In a wide single-domain sheet, a reversed disc whose radius $R$ greatly exceeds $\ell$ costs

$$E(R)=2\pi R\sigma-2P_0F\pi R^2 .$$

Setting $dE/dR=0$ gives $R_*=\sigma/(2P_0F)$ and $E(R_*)=\pi\sigma R_*$. At 1 MV/cm these are 1230 nm and about 3100 eV. Using the shear-wall energy all round makes this a lower estimate, since parts of a real loop have a tensile character; a fully tensile wall costs 0.129 eV/Å.

That nucleus does not fit in the flake, but a wall could enter at a corner. In a square, the shortest curve enclosing a small area $A$ is a quarter circle of length $\sqrt{\pi A}$. At $A=L^2/\pi$ its length equals $L$, and a straight wall takes over. If $R_*>2L/\pi$, the energy $\sigma\sqrt{\pi A}-2P_0FA$ is still rising at this point; on the straight branch it falls. The barrier is therefore at least

$$\sigma L-\frac{2P_0FL^2}{\pi}\approx814-211=603\ \text{eV}.$$

Here $2L/\pi=637$ nm, so the condition holds. Against $k_BT=0.026$ eV, thermal creation of a wall in this ideal flake is hopeless. Switching at 1 MV/cm needs a wall already present, or a defect or strained edge that supplies one far more cheaply.

## What a real device changes

Switching fields reported for such bilayers are very roughly of order 1 MV/cm, usually quoted as the field in the hBN spacer, so that $F$ is a few times larger. This scale is compatible with wall motion and far below $F_c$. At $F=3.5$ MV/cm the critical quarter disc fits in the corner and costs $\pi\sigma R_*/4\approx224$ eV, and at 35 MV/cm it still costs about 22 eV, so thermal nucleation stays closed. The assumption most exposed in a device is that the wall is free.

Suppose each defect, one per spacing $s$ along a rigid wall, provides a well $-U\operatorname{sech}^2(X/\ell)$. Its steepest slope is $4U/(3\sqrt3\,\ell)$, while the field pushes with force $2P_0Fs$. Depinning therefore needs

$$F_{\rm pin}=\frac{4U}{3\sqrt3\,\ell}\,\frac{1}{2P_0s}.$$

For chosen values $U=0.05$ eV and $s=100$ nm, this is 0.43 MV/cm, nearly half the applied field. Without thermal activation, and with the field raised slowly, wells more than about 2.3 times deeper would hold the wall, so it would never reach the ideal 65 m/s. This is a zero-temperature threshold. The chosen $U$ is only about $2k_BT$ at 300 K, and a wall with defects 100 nm apart is flexible enough to leave them one at a time. For ten such defects the escape barrier at 1 MV/cm is at most about $5k_BT$ for wells four times deeper than chosen, and about $10k_BT$ for wells six times deeper. At 300 K such wells delay the wall but do not hold it indefinitely. The speed is also proportional to the assumed $\tau$, so 15 ns is not a prediction of device switching time.

The walls must also be able to leave. Along any line, $\int u'dx$ is the difference between the slides at its ends. If a fixed twist or clamped edges hold the two ends in different stackings, walls can move and change the domain areas, but they cannot all disappear. If both edges are clamped in the initial stacking, the walls can disappear only by restoring that stacking. In either case reversal is partial.

The other omissions estimated here matter less. Replacing the model energy by the simplest lattice form, $V_0(1+2\cos t)^2$ for $2\pi/3\le t\le4\pi/3$, raises $\sigma$ by 3%. With the matching dipole, proportional to $2\sin t-\sin2t$, $F_c$ rises by a factor of 1.5, which strengthens the case against uniform switching. The estimated stray-field energy is 0.05% of the wall energy, and the thermal rms slide along one direction at 300 K, estimated with the shear stiffness alone, is 4.6% of $d$.

For a flake much longer than $\pi\ell$, the cell barrier should therefore be combined with the layer's elastic stiffness to find $\ell$ and $\sigma$. The switching field must then come from the supply of walls and their pinning, neither of which a perfect unit cell contains. The numerical output below lists the main values used here.

## Values computed for the example and the checks

```
INPUTS (rough WSe2 values or chosen model values)
lattice constant: 3.3 angstrom
layer shear modulus: 3 eV/angstrom^2
layer longitudinal modulus: 7.5 eV/angstrom^2
stacking barrier V0: 0.0015 eV/angstrom^2
potential step: 0.06 V
damping time (chosen): 10 ps
flake side: 1000 nm
applied field F: 1 MV/cm
temperature: 300 K
WALL AND UNIFORM SLIDING
slide distance d: 1.91 angstrom
dipole per area P0: 0.000332 e/angstrom
stiffness K: 1.5 eV/angstrom^2
wall scale ell: 13.6 angstrom
shear wall energy sigma: 0.0814 eV/angstrom
tensile wall energy: 0.129 eV/angstrom
crossover length pi*ell: 4.26 nm
uniform barrier per width, 3 nm: 0.045 eV/angstrom
lowest barrier per width, 3 nm: 0.045 eV/angstrom
uniform barrier per width, 5 nm: 0.075 eV/angstrom
lowest barrier per width, 5 nm: 0.072 eV/angstrom
uniform barrier per width, 10 nm: 0.15 eV/angstrom
lowest barrier per width, 10 nm: 0.0812 eV/angstrom
uniform switching field Fc: 905 MV/cm
uniform barrier of flake, F=0: 1.5e+05 eV
uniform barrier of flake at F: 1.5e+05 eV
wall across flake, F=0: 814 eV
thermal energy kT: 0.0259 eV
MOTION AND NUCLEATION AT F
wall speed: 65.1 m/s
crossing time: 15.4 ns
simulated/formula speed at F: 0.9996
simulated/formula speed at 0.3 Fc: 0.9996
moving strip: 8.12 nm
moving fraction of flake: 0.812 %
critical radius, wide sheet: 1.23e+03 nm
nucleus barrier, wide sheet: 3.14e+03 eV
corner-entry barrier, this flake: 603 eV
NEGLECTED EFFECTS
hBN breakdown as D/eps0 (rough): 35 MV/cm
wall speed / sound speed: 0.023
lattice ripple / wall energy: 3.84e-33
stray energy / wall energy: 0.000484
thermal rms slide / d: 0.0456
Fc ratio, lattice harmonics/model: 1.5
sigma ratio, lattice harmonics/model: 1.03
defect pin energy (chosen): 0.05 eV
defect spacing (chosen): 100 nm
defect depinning field: 0.428 MV/cm
```
